# Spectral heat current across an anharmonic interatomic bond

A chain of classical atoms carries heat from a hot Langevin thermostat on its left end to a cold one on its right end. Atoms $i$ and $j=i+1$, neither of them thermostatted, share a bond with potential $V(r)$, where $r=x_j-x_i-\ell$ is the extension beyond the rest length $\ell$. The tension is $f=V'(r)$. It pulls $i$ to the right and $j$ to the left, so the force on $j$ from $i$ is $F=-f$. Power counts as positive from left to right. Angle brackets are averages over a stationary, ergodic state with no mean drift, $\langle v_i\rangle=\langle v_j\rangle=0$. No restriction to small vibrations is made.

**(a) Find the power sent through the bond, and its mean in the steady state.**

*Solution.* The bond energy belongs to both atoms, so half of it is assigned to each side. The energy of the left part is

$$E_L=\sum_{a\le i}\tfrac12 m_av_a^2+\sum_{\text{bonds left of }i}V_b+\tfrac12V(r).$$

Work done by bonds inside the left part changes kinetic into potential energy and cancels in $\dot E_L$. What remains is the heat $J_h$ from the hot thermostat, the work $fv_i$ of the shared bond on atom $i$, and the change of the half bond energy:

$$\dot E_L=J_h+fv_i+\tfrac12f(v_j-v_i)=J_h+\tfrac12f(v_i+v_j)=J_h-Fu,\qquad u=\tfrac12(v_i+v_j).$$

The power leaving to the right is therefore $P=Fu$.

If the bond stays bound, $\langle V\rangle$ is finite and constant, and

$$0=\frac{d}{dt}\langle V(r)\rangle=\langle f\,(v_j-v_i)\rangle .$$

Hence $\langle Fv_i\rangle=\langle Fv_j\rangle$, and

$$Q=\langle Fu\rangle=\langle Fv_i\rangle=\langle Fv_j\rangle .$$

On average it does not matter at which end of the bond the work is counted. If the bond breaks or keeps stretching, $\langle V\rangle$ need not be stationary and this equality can fail.

**(b) Resolve $Q$ by frequency, and show what the frequency integral gives. Which property of the force is used? Extend the result to many-body forces.**

*Solution.* Define the steady correlation and its transform,

$$C(\tau)=\langle F(t+\tau)u(t)\rangle,\qquad S(\nu)=\int_{-\infty}^{\infty}d\tau\,e^{2\pi i\nu\tau}C(\tau).$$

At long times $C\to\langle F\rangle\langle u\rangle=0$, because $\langle u\rangle=0$. A static stress in the bond thus leaves no constant tail. Assume that $C$ is continuous and that $C$ and $S$ are integrable. The inverse transform at $\tau=0$ is then

$$Q=C(0)=\int_{-\infty}^{\infty}S(\nu)\,d\nu .$$

Since $C$ is real, $S(-\nu)=S^*(\nu)$. The imaginary parts at $\pm\nu$ cancel and the real parts add:

$$Q=\int_0^\infty q(\nu)\,d\nu,\qquad q(\nu)=2\,\mathrm{Re}\,S(\nu).$$

In angular frequency, $d\nu=d\omega/2\pi$, so $Q=\int_0^\infty(d\omega/\pi)\,\mathrm{Re}\,S$.

The argument uses stationarity and decay of the correlation, not linearity of the force. It does need the whole force. With the linear part $-kr$ alone, where $k=V''(0)$, the integral returns $-k\langle ru\rangle$, which differs from $Q$ by $\langle(F+kr)u\rangle$.

For many-body forces, write the potential energy as a sum of atomic shares, $U=\sum_aU_a$. The force on atom $b$ is $-\sum_a\partial U_a/\partial x_b$. Away from the thermostats, the energy of the right part $R$ changes at the rate

$$\dot E_R=\sum_{b\in R}v_b\Big(-\sum_a\frac{\partial U_a}{\partial x_b}\Big)+\sum_{a\in R}\sum_b\frac{\partial U_a}{\partial x_b}v_b .$$

Terms with both $a$ and $b$ in $R$ occur once with each sign and cancel. Those that couple $R$ to the left part $L$ remain:

$$P_{L\to R}=\sum_{i\in L}\sum_{j\in R}\Big(\frac{\partial U_j}{\partial x_i}v_i-\frac{\partial U_i}{\partial x_j}v_j\Big).$$

For a pair bond with $U_i=U_j=V/2$ this is $-\tfrac12f(v_i+v_j)=Fu$, as in (a). Each term is again a force-like quantity times a velocity, so the same Fourier argument applies term by term.

**(c) A simulation supplies $N$ samples $F_n,u_n$ at spacing $\delta$. Construct an estimate of $q$ whose sum is the mean power of the record.**

*Solution.* Let $\hat F_k=\sum_nF_ne^{-2\pi ikn/N}$, and likewise $\hat u_k$. Summing over $k$ gives $\sum_ke^{-2\pi ik(n-m)/N}=N\delta_{nm}$, so

$$\frac1N\sum_nF_nu_n=\frac1{N^2}\sum_{k=0}^{N-1}\hat F_k\hat u_k^* .$$

For real data the terms $k$ and $N-k$ are complex conjugates. With $N$ even, they combine into

$$p_k=\frac{w_k}{N^2}\,\mathrm{Re}\,\hat F_k\hat u_k^*,\qquad k=0,\dots,N/2,$$

with $w_k=1$ for $k=0$ and $k=N/2$, and $w_k=2$ otherwise. To see that $p_k$ estimates $q$, average it. A lag $s=n-m$ occurs $N-|s|$ times, so for $w_k=2$

$$\langle p_k\rangle=\frac2N\sum_s\Big(1-\frac{|s|}N\Big)C(s\delta)\cos\frac{2\pi ks}N .$$

The line spacing is $\Delta\nu=1/(N\delta)$, hence $2/N=2\delta\,\Delta\nu$. When the record is much longer than the correlation time and $\delta$ resolves the motion, the sum tends to the integral in (b), and $\langle p_k\rangle\to q(\nu_k)\Delta\nu$.

The sum of the $p_k$ equals the record's mean of $Fu$ by algebra. Their agreement says nothing about the physics. A meaningful comparison sets the spectral sum against heat measured elsewhere, at the thermostats.

**(d) Is the spectrum, like its integral, the same everywhere along the chain?**

*Solution.* Consider first an atom without a thermostat, $m\dot v=F_{\rm tot}$. Stationarity gives

$$\langle F_{\rm tot}(t+\tau)v(t)\rangle=m\frac{d}{d\tau}\langle v(t+\tau)v(t)\rangle .$$

The velocity autocorrelation is even in $\tau$, so its derivative is odd. The real part of the transform is a cosine integral and vanishes. The spectral powers delivered to the atom by its two bonds therefore add to zero: what enters at frequency $\nu$ leaves at $\nu$, whatever the force law.

Now compare the two ends of one bond. Let $q_i$ and $q_j$ be the spectra formed with $v_i$ and $v_j$ in place of $u$. Since $F=-f$ and $v_i-v_j=-\dot r$,

$$q_i-q_j=2\,\mathrm{Re}\int d\tau\,e^{i\omega\tau}\langle f(t+\tau)\dot r(t)\rangle,\qquad\omega=2\pi\nu .$$

Let $C_{fr}(\tau)=\langle f(t+\tau)r(t)\rangle-\langle f\rangle\langle r\rangle$. By stationarity $\langle f(t+\tau)\dot r(t)\rangle=-dC_{fr}/d\tau$. Integration by parts, with vanishing end terms, gives

$$q_i-q_j=2\,\mathrm{Re}\Big[i\omega\int d\tau\,e^{i\omega\tau}C_{fr}\Big]=-2\omega\int d\tau\,\sin(\omega\tau)\,C_{fr}(\tau).$$

For $f=kr$, $C_{fr}$ is $k$ times an autocorrelation, hence even, and the difference is zero at each frequency. For a nonlinear force out of equilibrium, $C_{fr}$ may have an odd part, and the bond then takes in power at some frequencies and gives it out at others. The total still balances, since $\int_0^\infty(q_i-q_j)\,d\nu=\langle f\dot r\rangle=0$ by (a).

So the integral is conserved along the chain, while the spectrum is conserved through free atoms and harmonic bonds but may change within an anharmonic bond. The symmetric choice $u$ gives the mean of the two end spectra.

If both thermostats have the same temperature, the state is invariant under time reversal. Forces are even and velocities odd, so $C(\tau)=-C(-\tau)$ and $q(\nu)=0$ at every frequency, anharmonic bond or not.

**(e) Evaluate $q$ when all bonds are harmonic and both end atoms have drag coefficient $\Gamma$.**

*Solution.* With time dependence $e^{-i\omega t}$, $M\ddot x=-Kx-\Gamma\dot x+\xi$ becomes

$$\hat x=G\hat\xi,\qquad G=(K-\omega^2M-i\omega\Gamma)^{-1}.$$

Here $K$ and $M$ are the stiffness and mass matrices, and in the matrix equation $\Gamma$ acts on the two end atoms. The thermal force on an end at temperature $T$ has two-sided spectral density $2\Gamma k_BT$.

Let the hot noise act alone. The last atom, number $n$, then has velocity spectrum $\omega^2|G_{n1}|^2\,2\Gamma k_BT_h$. Its drag force $-\Gamma v_n$ removes the one-sided spectral power

$$2\Gamma\,\omega^2|G_{n1}|^2\,2\Gamma k_BT_h=k_BT_h\,\mathcal T(\nu),\qquad\mathcal T=4\omega^2\Gamma^2|G_{1n}|^2 .$$

By (d) the same spectral power passes through each bond. The cold noise alone sends $k_BT_c\mathcal T$ to the left, because $G$ is symmetric. The noises are independent, so their cross terms average to zero, and

$$q(\nu)=k_B(T_h-T_c)\,\mathcal T(\nu).$$

As $\nu\to0$ the chain moves rigidly against both drags, $G_{1n}\to1/(-2i\omega\Gamma)$, and $\mathcal T\to1$.

**(f) Apply the results to one van der Waals gap, with parameters in the regime of Bi$_2$Te$_3$ along its $c$ axis.**

*Solution: the model.* Take eight atomic planes, represented by the chain Te–Bi–Te | Te–Bi–Te–Bi–Te, where the bar marks the gap. The rough spring constants, per in-plane cell, are 60 N/m inside the layers and 15 N/m at the gap. Layer bonds are harmonic. The gap bond is a Morse potential expanded to fourth order,

$$V=\frac{k}{2a^2}\Big(y^2-y^3+\tfrac7{12}y^4\Big),\quad y=ar,\qquad f=kr\Big(1-\tfrac32y+\tfrac76y^2\Big),$$

with $a=15$ nm$^{-1}$. Its curvature is proportional to $2-6y+7y^2$, whose discriminant $36-56$ is negative, so the potential is convex and the bond cannot break.

The ends should absorb long sound waves as a continuing crystal would. One layer period contains four stiff bonds and one soft one, so

$$k_s=\frac1{4/60+1/15}=7.5\ \text{N/m}.$$

For a wave $x(z-ct)$ in a medium of period $d$, mass $m_s$ per period and speed $c=d\sqrt{k_s/m_s}$, the continuation pulls on the end with force $k_sd\,\partial x/\partial z=-(k_sd/c)\,v=-\sqrt{k_sm_s}\,v$. Hence $\Gamma=\sqrt{k_sm_s}$. With $m_s=3(127.6)+2(209.0)=800.8$ u this gives $\Gamma/m_{\rm Te}=14.9$ ps$^{-1}$. The thermostats are at 450 K and 150 K.

*The harmonic reference.* With a linear gap bond, the correlation function obtained from the stationary covariance was Fourier transformed numerically and compared with $\mathcal T$ at eight frequencies. The largest difference in $q/(k_B\Delta T)$ was $5\times10^{-14}$. Both the covariance and the frequency integral give $Q=7.069$ nW. The low-frequency limit can be read directly: $k_B\Delta T=1.381\times10^{-23}\times300$ J is 4.14 nW per THz, so full transmission up to 0.475 THz would carry 1.97 nW. The computed band carries about 1.96 nW (the printed 1952.5 pW omits half a grid cell at the band edge).

*The anharmonic bond.* The equations of motion were integrated with a 5 fs step for 500 independent copies, each giving twelve 20 ps records. The rms gap extension is 0.0189 nm, so $y=15\times0.0189=0.28$. At that extension the force is

$$f=kr(1-0.425+0.094)=0.67\,kr,$$

a third below the linear law; at an equal compression it is $1.52\,kr$, half again above it. The results for the mean power are:

- from the spectral integral at the gap, $6.945\pm0.024$ nW (one standard error);
- from the thermostats, averaging heat supplied at the hot end and removed at the cold end, 6.951 nW.

They differ by 0.1% of $Q$. The standard error does not limit this difference, because both values come from the same trajectories. By the energy balance in (a), they can differ only by the change in stored energy divided by the run time, apart from errors of time step and sampling. It is the comparison called for in (c), made with a force far from linear.

Per area and temperature difference,

$$\frac{Q}{A\,\Delta T}=\frac{6.945\times10^{-9}\ \text W}{(0.1661\times10^{-18}\ \text m^2)(300\ \text K)}=139\ \text{MW/(m}^2\text{K)}.$$

This is a conductance between thermostats, not one defined by a local temperature drop at the gap.

At fixed springs, drag and temperatures, the quartic form of the gap bond lowers $Q$ by one to two percent from the harmonic value ($1.8\pm0.3$% in this run, a figure limited by statistical noise; for the harmonic chain the 5 fs step shifts $Q$ by only 0.05%). Keeping just the linear force in the correlation, on the same anharmonic trajectories, overstates $Q$ by $0.066\pm0.010$ nW, or about 1%. The error is resolved but small in this model; nothing in (b) makes it small in general.

*The spectrum at the two ends of the gap.* Selected bands, in pW (a cell of the frequency grid straddles each band edge, so the larger harmonic entries are uncertain by up to about 6 pW; the harmonic column is also free of the spectral leakage of the unwindowed 20 ps records behind the other columns, which for the harmonic chain adds about 8 and 2 pW to the last two rows and puts about 9 pW above 4.975 THz):

| Band (THz) | Harmonic | Left end | Right end | Left − right |
|---|---|---|---|---|
| 0.475–0.975 | 1604 | 1445 | 1443 | $2\pm4$ |
| 2.975–3.475 | 366 | 367 | 442 | $-75\pm4$ |
| 3.975–4.475 | 37 | 135 | 65 | $69\pm5$ |
| 4.475–4.975 | 3 | 10 | 49 | $-39\pm2$ |

A positive last column means that the bond takes in more power from the left at those frequencies than it passes on at them. Over all bands the differences sum to 0.8 pW, about 0.01% of $Q$, as the sum rule requires. Half the sum of their magnitudes is 175 pW, so the net transfer between bands is about 2.5% of $Q$. Opposite exchanges cancel in this figure and conversion within a band does not show, so apart from noise it is a lower bound on the power that changes frequency in the gap. The figure moves by 10 to 25 pW with the noise seed and the record window, and narrower bands give a larger one.

In the highest band of the table the harmonic chain transmits 3 pW (about 6 pW as seen through 20 ps records), yet 49 pW leaves the right end of the anharmonic bond. Of this, 39 pW is the excess over what enters from the left at the same frequencies, and by (d) it has been converted from other frequencies inside the bond. For an anharmonic bond, $q/(k_B\Delta T)$ is therefore not the probability that a wave of frequency $\nu$ crosses.

Statistical noise could imitate such differences. Summing (difference/standard error)$^2$ over the 11 bands should give about 11 for noise alone. The driven anharmonic bond gives 1223. Two controls with a quarter of the data give 7 for a driven harmonic bond and 10 for the anharmonic bond with both thermostats at 300 K. In that equilibrium run the band powers themselves give 14, consistent with a current that vanishes at each frequency.

Spectral conservation elsewhere was tested too. Across the free atom to the left of the gap, the largest band mismatch is 0.07% of $Q$. Through the harmonic layer to its right it is 0.05%.

*The real material.* The springs imply $c_{33}=46$ GPa, a reasonable rough size for Bi$_2$Te$_3$, but a 300 K difference across eight planes is far above ordinary operating conditions and serves to raise the signal. The sizes of some omissions can be estimated:

- Transverse motion: with transverse springs 0.6 times the longitudinal ones (a rough ratio) and the drag rescaled to match, each transverse polarization carries 0.775 times the longitudinal harmonic power. Two of them would raise the total by a factor of about 2.5.
- Electrons: the Wiedemann–Franz law with a rough conductivity of $2\times10^4$ S/m gives roughly 140 MW/(m$^2$K) at 300 K for one layer thickness, of the same order as the model's lattice value. The estimate scales with the doping-dependent conductivity. It assumes diffusive transport, although over 1 nm the ballistic limit can be lower, and it uses the Lorenz number of a degenerate electron gas, which in the nondegenerate limit is about 40% smaller if acoustic phonons dominate the scattering, and differs for other scattering mechanisms.
- Quantum occupation: it lowers the harmonic power by 1%.
- Shape of the potential: the quartic form gives a force 2% above the full Morse force at the rms extension, but 21% above it at twice that extension. These larger excursions matter: over the first few hundred picoseconds the full Morse force gives a mean power of about 6.3 nW, roughly 9% below the quartic result. The small anharmonic reduction found above is therefore specific to the quartic form. The Morse value is not a strict steady-state mean, because the bond can occasionally break and nothing then holds the two parts of the free chain together.

Motion with in-plane wavevectors and anharmonic bonds inside the layers are also left out, and their effect is not estimated here. The value of 139 MW/(m$^2$K) is thus a property of this chain and not a prediction for the crystal. The net transfer of about 2.5% between bands likewise belongs to these parameters, this bias and the 0.5 THz band width. The full numerical output follows.

## Values computed for the example and the checks

```
masses Te, Bi: 127.6, 209.0 u
springs in layer, gap: 60.0, 15.0 N/m
Morse range parameter: 15.0 1/nm; well depth 0.208 eV
series spring of one layer period: 7.50 N/m
implied c33: 45.9 GPa
in-plane cell a 0.438 nm, area 0.1661 nm2, layer 1.016 nm
end friction rate drag/m: 14.90 1/ps
bath temperatures: 450.0, 150.0 K
time step 5 fs, sampling 20 fs
record 20 ps, 12 records, 500 copies
harmonic: max error of q/(kB dT) vs transmission: 5.2e-14
harmonic Q, covariance: 7.0692 nW
harmonic Q, transmission integral: 7.0692 nW
anharmonic Q, spectral: 6.9449 +- 0.0237 nW
anharmonic Q, thermostats: 6.9514 nW
anharmonic conductance per area: 139.3 MW/(m2 K)
linear-force Q minus full Q: 0.0660 +- 0.0100 nW
gap extension mean, rms: 0.00581, 0.01889 nm
band THz | harmonic | left end | right end | left-right +- se (pW)
0.000-0.475 | 1952.5 | 1929.4 | 1931.5 | -2.1 +- 2.6
0.475-0.975 | 1603.8 | 1444.9 | 1443.4 | 1.6 +- 3.9
0.975-1.475 | 893.2 | 798.3 | 839.1 | -40.8 +- 3.9
1.475-1.975 | 675.5 | 624.2 | 641.4 | -17.2 +- 4.6
1.975-2.475 | 320.2 | 362.5 | 325.8 | 36.7 +- 4.6
2.475-2.975 | 339.7 | 369.0 | 365.5 | 3.4 +- 4.5
2.975-3.475 | 365.6 | 367.2 | 442.4 | -75.2 +- 4.3
3.475-3.975 | 878.2 | 893.7 | 832.6 | 61.1 +- 6.4
3.975-4.475 | 36.9 | 134.5 | 65.2 | 69.3 +- 4.8
4.475-4.975 | 3.4 | 10.0 | 49.4 | -39.5 +- 1.9
4.975-up | 0.0 | 11.6 | 8.2 | 3.5 +- 1.2
sum of left-right: 0.83 pW
power moved between bands: 175.1 pW
atom balance, worst band: 0.073 % of Q
harmonic layer balance, worst band: 0.048 % of Q
chi-square of left-right, 11 bands: 1222.7
same, harmonic control: 7.2
same, anharmonic equilibrium: 10.4
chi-square of equilibrium current: 13.9
quantum/classical harmonic power: 0.9903
one transverse/longitudinal channel: 0.775 (c44/c33 0.6)
electrons, one layer, 300 K: 144 MW/(m2 K) (sigma 20000 S/m)
quartic/Morse force at +rms: 1.019
```
